# Why an EUV Cap's Reflectance Loss Is Not Double-Pass Absorption

## Definitions and the belief

A plane wave of vacuum wavelength \(\lambda\) falls at normal incidence on a flat multilayer mirror. Write \(k=2\pi/\lambda\) and use the time factor \(e^{-i\omega t}\), so that an absorbing medium has index \(n=1-\delta+i\beta\) with \(\beta>0\). The uncapped mirror, seen from vacuum, has amplitude reflectance
\[
r_m=\sqrt R\,e^{i\psi},\qquad R=|r_m|^2 .
\]
A uniform cap of thickness \(d\) is added on top, and the reflectance becomes \(R_c=|r_c|^2\). The loss is \(L=R-R_c\), with the mirror beneath and the wavelength held fixed. The susceptibility of the cap is
\[
\chi=n^2-1=\chi'+i\chi'',\qquad \chi''=2(1-\delta)\beta .
\]

The belief is that light crosses the cap twice and is attenuated on each crossing. Intensity decays as \(e^{-2k\beta z}\), so the double pass gives
\[
R_c=R\,e^{-4k\beta d},\qquad L_{\rm BL}=R\left(1-e^{-4k\beta d}\right),
\]
where BL stands for Beer-Lambert.

The argument is tempting because extreme-ultraviolet (EUV) indices are close to one. Take \(\lambda=13.5\) nm, \(n=0.89+0.017i\) and \(d=2.5\) nm. A free-standing film of this kind reflects only 1.0% of the incident power, which seems negligible. But a reflected power of 0.00986 means an amplitude of \(\sqrt{0.00986}=0.099\), and amplitudes are what add to the mirror's wave. The cap's small reflection has to be kept until the total amplitude has been squared.

## The exact reflectance

At the upper face of a free-standing film the amplitude reflectance is \(f=(1-n)/(1+n)\). From inside, each face reflects with \(-f\), and the product of the two face transmissions is \(1-f^2\). Let \(P=e^{iknd}\) be the factor for one crossing. Summing the internal round trips gives
\[
\rho=f-\frac{f(1-f^2)P^2}{1-f^2P^2}=\frac{f(1-P^2)}{1-f^2P^2},
\qquad
\tau=\frac{(1-f^2)P}{1-f^2P^2}
\]
for reflection and transmission.

Now imagine a vacuum layer of zero thickness between cap and mirror. It changes no field, but it lets us use \(\rho,\tau\) and \(r_m\), all defined in vacuum. The wave may reflect from the cap, or pass through it, reflect from the mirror and return, with any number of further reflections between the two:
\[
r_c=\rho+\tau^2r_m\left[1+\rho r_m+(\rho r_m)^2+\cdots\right]
=\rho+\frac{\tau^2r_m}{1-\rho r_m}.
\]
For uniform flat layers this is exact. Beer-Lambert follows if \(\rho\) is dropped and \(|\tau|^2\) is replaced by \(e^{-2k\beta d}\).

## Why thinning the cap does not rescue the rule

For a slab of small thickness \(h\), \(1-P^2\approx-2iknh\). Also
\[
\frac{f}{1-f^2}=\frac{1-n^2}{4n},\qquad
\frac{1+f^2}{1-f^2}=\frac{1+n^2}{2n}.
\]
Expanding \(\rho\) and \(\tau\) to first order in \(h\) therefore gives
\[
\rho\approx-2iknh\,\frac{1-n^2}{4n}=\frac{ikh\chi}{2},
\]
\[
\tau\approx1+iknh\,\frac{1+n^2}{2n}=1+ikh\left(1+\frac{\chi}{2}\right).
\]
The cap's reflection is of first order in thickness, just as its absorption is. Put these into the exact law and keep first order:
\[
r_c-r\approx\rho+(\tau^2-1)r+\rho r^2
=ikh\left[2r+\frac{\chi}{2}(1+2r+r^2)\right].
\]
Hence, as the film grows upward to height \(z\),
\[
\frac{dr}{dz}=2ikr+\frac{ik\chi}{2}(1+r)^2 .
\]

The reflectance changes at the rate \(2\,{\rm Re}(r^*dr/dz)\). The first term contributes \(4ik|r|^2\), which has no real part. With \(r=\sqrt R\,e^{i\phi}\), the second needs
\[
r^*(1+r)^2=r^*+2R+Rr .
\]
Its real part is \(2R+(1+R)\sqrt R\cos\phi\), and its imaginary part is \(-(1-R)\sqrt R\sin\phi\). Since \({\rm Re}[i\chi(a+ib)]=-\chi''a-\chi'b\) for real \(a,b\),
\[
\frac{dR}{dz}=-k\chi''\left[2R+(1+R)\sqrt R\cos\phi\right]
+k\chi'(1-R)\sqrt R\sin\phi .
\]

To first order in \(\chi\), the right side may be evaluated with \(R\) constant and \(\phi=\psi+2kz\). The integral over the cap uses
\[
\int_0^d\cos(\psi+2kz)\,dz=\frac{\sin(\psi+2kd)-\sin\psi}{2k}
=dS\cos\Psi,
\]
where \(S=\sin(kd)/(kd)\) and \(\Psi=\psi+kd\). The sine integral is likewise \(dS\sin\Psi\). Therefore
\[
L\approx2k\chi''dR\left\{1+S\left[
\frac{1+R}{2\sqrt R}\cos\Psi
-\frac{\chi'}{\chi''}\frac{1-R}{2\sqrt R}\sin\Psi\right]\right\}.
\]
The 1 gives the double-pass estimate to first order in thickness, apart from a factor \(1-\delta\) contained in \(\chi''\). The cosine term comes from \(\chi''\) and depends on where the cap sits in the standing wave. The sine term is refractive: it comes from \(\chi'\) and is present even when \(\beta=0\).

As \(d\to0\), \(S\to1\), and since \(L_{\rm BL}\to4k\beta dR\),
\[
\frac{L}{L_{\rm BL}}\to(1-\delta)\left[1+
\frac{1+R}{2\sqrt R}\cos\psi
-\frac{\chi'}{\chi''}\frac{1-R}{2\sqrt R}\sin\psi\right].
\]
The ratio tends to a number set by the phase, which is in general not one.

Two limits show what the terms mean. For a nearly perfect mirror, \(R\to1\), the refractive term vanishes and the bracket becomes \(1+\cos\psi\). It runs from zero at a node of the electric field to two at an antinode. If the mirror returns all the power that reaches it, a lossless cap cannot reduce the reflectance, because the power has nowhere else to go. This is why \(\chi'\) enters with a factor, \(1-R\), that vanishes at \(R=1\).

For an imperfect mirror, take a purely absorbing susceptibility, \(\chi'=0\), at a node, \(\psi=\pi\). The slope is then
\[
\frac{dR}{dz}=-k\chi''\left[2R-(1+R)\sqrt R\right]
=k\chi''\sqrt R\,(1-\sqrt R)^2>0 .
\]
The first thin layer of absorber raises the reflectance. Its weak reflected wave has the same phase as the mirror's wave. The effect is small: for \(\chi=0.03i\) on a mirror with \(R=0.718\), the initial slope is 0.03 percentage points per nanometre. It holds only while the film stays at the node: the phase moves as \(2kz\), so the gain peaks at about 0.003 points near 0.2 nm and is nearly gone by 0.3 nm, and a 1 nm film loses 0.25 points.

## How far the loss can range

The first-order formula explains the mechanism, but the limits can be found without that approximation. Hold \(R\) fixed and let \(\psi\) vary. Define \(w=r_m/(1-\rho r_m)\), so that \(r_m=w/(1+\rho w)\). The condition \(|r_m|^2=R\) becomes
\[
|w|^2=R|1+\rho w|^2 .
\]
With \(D=1-|\rho|^2R\), this is \(D|w|^2-2R\,{\rm Re}(\rho w)=R\). Dividing by \(D\) and completing the square gives
\[
\left|w-\frac{R\rho^*}{D}\right|^2
=\frac RD+\frac{R^2|\rho|^2}{D^2}=\frac{R}{D^2}.
\]
Thus \(w\) moves on a circle, and so does \(r_c=\rho+\tau^2w\). The centre and radius of the latter are
\[
c=\rho+\frac{\tau^2\rho^*R}{D},\qquad a=\frac{|\tau|^2\sqrt R}{D},
\]
and the capped reflectance lies in
\[
(a-|c|)^2\le R_c\le(a+|c|)^2 .
\]

The phase average also has a closed form. In the series for \(r_c\), each term carries a different power of \(e^{i\psi}\), so the cross terms average to zero:
\[
\langle R_c\rangle=|\rho|^2+|\tau|^4R\sum_{j=0}^{\infty}(|\rho|^2R)^j
=|\rho|^2+\frac{|\tau|^4R}{D}.
\]
The interference between cap and mirror has averaged out; interference between the two faces of the cap remains in \(\rho\) and \(\tau\). Dropping \(\rho\) and replacing \(|\tau|^2\) by \(e^{-2k\beta d}\) turns this average into the double-pass result.

## A mirror with numbers

The example has 40 low-index layers, each 2.8 nm thick with \(n=0.92+0.006i\), separated by 4.2 nm spacers with \(n=0.999+0.002i\). The substrate index is \(0.98+0.01i\). The cap is the 2.5 nm film introduced above. The thickness \(s\) of the topmost spacer is varied to change the phase at the cap; everything else beneath the cap is held fixed.

For \(s=4.2\) nm the bare reflectance is 71.83%. The double-pass factor is 0.92393, so the belief predicts
\[
L_{\rm BL}=71.83\%\times(1-0.92393)=5.46\ \text{points},
\]
where a point is one percentage point of reflectance. The actual values at 13.5 nm are:

| \(s\) (nm) | bare (%) | capped (%) | loss (points) | BL (points) |
|---:|---:|---:|---:|---:|
| 0.8 | 72.50 | 61.92 | 10.58 | 5.52 |
| 2.5 | 71.90 | 71.30 | 0.60 | 5.47 |
| 3.5 | 71.83 | 72.82 | −0.99 | 5.46 |
| 4.2 | 71.83 | 71.34 | 0.49 | 5.46 |
| 7.0 | 71.00 | 59.16 | 11.83 | 5.40 |

The same cap can cost more than twice the Beer-Lambert estimate, almost nothing, or less than nothing.

The first-order formula can be followed by hand for \(s=4.2\) nm. Here \(kd=1.1636\), \(S=0.789\), \(\chi=-0.2082+0.0303i\) and \(\Psi=276.4^\circ\). The prefactor \(2k\chi''dR\) is 5.06 points. The cosine and sine terms in the square bracket are \(0.113\) and \(-1.136\). With unrounded values kept in the arithmetic,
\[
L\approx5.06\,[1+0.789(0.113-1.136)]=0.97\ \text{points}.
\]
The exact loss is 0.49 points. The formula finds the near-cancellation, but its error is as large as the small remainder. At \(s=0.8\) nm it gives 9.20 points against 10.58. It serves to explain the effect; the exact law should supply design values.

Refraction dominates the contrast between these two terminations. If \(\beta\) of the cap is set to zero, Beer-Lambert predicts no loss at all. The exact loss is then \(-4.47\) points for \(s=4.2\) nm and \(+5.02\) points for \(s=0.8\) nm. Geometry makes the signs understandable. The distance from the cap's centre to the centre of the first low-index layer is \(1.25+s+1.4\) nm. For \(s=4.2\) nm this is 6.85 nm, close to the 7.0 nm period, so the cap acts much like one more low-index layer. For \(s=0.8\) nm it is 3.45 nm, about half a period, and the cap's reflection opposes the stack's.

For the mirror with \(R=71.83\%\), the exact bounds over all phases are 59.99% and 72.89%. The loss can therefore lie anywhere from \(-1.06\) to 11.84 points. Its phase average is 5.03 points, near the Beer-Lambert 5.46 but not equal to it. Double-pass absorption is a fair estimate here of the average loss over evenly distributed phases, not of the loss at any one phase. A deposited mirror has a particular phase.

Changing the cap thickness changes the ratio \(L/L_{\rm BL}\) as well. For \(s=4.2\) nm it is \(-0.45\) at 0.5 nm, 0.09 at 2.5 nm and 0.74 at 4.0 nm. For \(s=0.8\) nm the corresponding ratios are 2.22, 1.92 and 1.19. At \(d=\lambda/2=6.75\) nm, \(S=0\), and the first-order interference vanishes. The exact ratios are nevertheless 1.24 and 0.78. The phase inside the cap advances with \({\rm Re}(n)k\), not \(k\), so \(P^2\ne1\) and the film still reflects at this thickness.

## Where the energy goes

It is also wrong to identify the loss with the power absorbed in the cap. Let \(z\) now run downward from the top of the cap. With suitably scaled fields, Maxwell's equations at normal incidence are \(E'=ikH\) and \(H'=ikn^2E\), where the prime denotes \(d/dz\). The downward power is \(F={\rm Re}(EH^*)\), and
\[
F'={\rm Re}\left[ik|H|^2-ik(n^2)^*|E|^2\right]=-k\chi''|E|^2 .
\]
For unit incident power, \(F=1-R_c\) at the top. Below the cap, the downward wave has an amplitude \(u\) that satisfies \(u=\tau+\rho r_mu\), so \(u=\tau/(1-\rho r_m)\), and the power entering the mirror is \(|u|^2(1-R)\). Thus
\[
1-R_c=A_{\rm cap}+|u|^2(1-R),\qquad
A_{\rm cap}=k\chi''\int_0^d|E|^2dz .
\]
Subtracting \(1-R\) from both sides gives
\[
L=A_{\rm cap}+\left(|u|^2-1\right)(1-R).
\]
The second term is the change in power entering the mirror, and it can have either sign.

For \(s=4.2\) nm the cap absorbs 5.76% of the incident power. The power entering the mirror falls from 28.17% to 22.90%, so
\[
L=5.76-(28.17-22.90)=0.49\ \text{points}.
\]
Double-pass attenuation would put 6.56% of the incident power into the cap and 27.07% into the mirror. The cap in fact absorbs somewhat less than that, and the mirror receives much less. For \(s=0.8\) nm the cap absorbs 6.90%, while the power entering the mirror rises from 27.50% to 31.19%. Both changes reduce the reflectance, and together they give the loss of 10.6 points.

## From the model to a real mirror

The parameters are round values, roughly in the regime of molybdenum/silicon mirrors capped with about 2.5 nm of ruthenium; they are not measured constants. Real mirrors of this kind reflect somewhat less than the model, roughly 65 to 70%. The model is also off its peak: the bare stacks peak near 13.65 nm, whereas a production mirror would have its period chosen to peak at the working wavelength. This detuning does not create the contrast. Comparing each bare peak with its own capped peak, at fixed optical constants, gives a gain of 0.5 points for \(s=4.2\) nm and a loss of 11.7 points for \(s=0.8\) nm. The individual table entries do depend on the tuning. If both layer thicknesses are scaled to a 6.92 nm period, so that the bare stack peaks at 13.5 nm, the losses for \(s=0.8\), 2.5 and 3.5 nm become 11.8, 2.9 and \(-0.6\) points.

Real layers intermix, which breaks the assumption of sharp interfaces. Replacing each inner interface by a 0.6 nm layer of mean permittivity changes the two losses from 0.49 and 10.58 points to 0.37 and 10.57; broader mixing can lower the smaller loss further. Other changes, made one at a time, have a larger effect than these 0.6 nm layers on at least one of the two losses. Unpolarised light at 6° gives 0.04 and 11.40 points. Turning the top half nanometre of the uncapped mirror into oxide, with assumed index \(0.98+0.01i\), gives 0.53 and 9.50. Raising the cap's \(\beta\) by 0.002 gives 1.06 and 11.21. None of these changes alters which termination suffers more, but the change of angle and the change of \(\beta\) each move the small loss by an amount comparable with itself. A predicted loss of half a point should therefore be read as "small", not as a reliable second digit. Index dispersion, surface contamination and scattering from lateral roughness are left out. So is chemical reaction between the layers, which could consume much of a silicon spacer only 0.8 nm thick.

When the aim is the highest capped reflectance at a given wavelength and angle, and the layer constants are known well enough, the last spacer and the cap should be chosen together from the full amplitude calculation, with the cap kept thick enough to protect the mirror. Among the terminations tabulated here, the bare mirror is best at \(s=0.8\) nm and the capped mirror at \(s=3.5\) nm. Picking the best bare mirror from the table and then subtracting double-pass absorption would select the 0.8 nm spacer and predict 67.0% after capping. The model gives 61.9% for that choice and 72.8% for the 3.5 nm spacer.

## Table of computed values

```
wavelength 13.5 nm; photon energy 91.84 eV
index: low 0.920+0.006j, spacer 0.999+0.002j
index: cap 0.890+0.017j, substrate 0.980+0.010j
low layer 2.8 nm, spacer 4.2 nm, 40 low layers
cap thickness 2.5 nm; kd = 1.1636 rad
cap chi = -0.20819+0.03026j
cap film: |rho|^2 = 0.00986, |tau|^2 = 0.95378
double-pass factor 0.92393
Losses are in percentage points of reflectance
spacer nm | bare % | capped % | mid-cap phase deg | loss | 1st order | Beer-Lambert | ratio
0.8 | 72.50 | 61.92 | 95.1 | 10.58 | 9.20 | 5.52 | 1.919
1.5 | 72.18 | 65.66 | 132.4 | 6.51 | 5.68 | 5.49 | 1.186
2.5 | 71.90 | 71.30 | 185.7 | 0.60 | 0.58 | 5.47 | 0.109
3.5 | 71.83 | 72.82 | 239.1 | -0.99 | -0.94 | 5.46 | -0.180
4.2 | 71.83 | 71.34 | 276.4 | 0.49 | 0.97 | 5.46 | 0.091
5.0 | 71.77 | 67.85 | 319.0 | 3.91 | 5.11 | 5.46 | 0.716
6.0 | 71.48 | 62.39 | 12.3 | 9.09 | 9.95 | 5.44 | 1.672
7.0 | 71.00 | 59.16 | 65.5 | 11.83 | 10.91 | 5.40 | 2.191
any phase, bare R 71.83 %: capped R from 59.99 to 72.89 %
phase-averaged loss 5.03 points
thin-cap ratio: -0.398 (4.2 nm), 2.154 (0.8 nm)
node gain, chi = 0.03i: 0.0275 points/nm
cap nm | loss/Beer-Lambert at spacer 4.2 nm | at 0.8 nm
0.50 | -0.449 | 2.222
1.00 | -0.406 | 2.242
2.50 | 0.091 | 1.919
4.00 | 0.735 | 1.187
6.75 | 1.241 | 0.778
transparent-cap loss: -4.47 (4.2 nm), 5.02 (0.8 nm) points
spacer 4.2 nm: absorbed in cap 5.76 %; entering mirror 28.17 -> 22.90 %
spacer 0.8 nm: absorbed in cap 6.90 %; entering mirror 27.50 -> 31.19 %
spacer 4.2 nm peaks: bare 74.22 % at 13.652 nm; capped 74.71 % at 13.675 nm
spacer 0.8 nm peaks: bare 75.17 % at 13.659 nm; capped 63.48 % at 13.646 nm
Neglected effect: loss at spacer 4.2 nm | at 0.8 nm (points)
6 deg, unpolarised: 0.04 | 11.40
2% flat band: 0.47 | 10.43
0.6 nm mixed interfaces: 0.37 | 10.57
0.5 nm oxide on bare mirror: 0.53 | 9.50
cap delta + 0.01: 0.04 | 11.10
cap beta + 0.002: 1.06 | 11.21
```
